# Constrained RPA interactions for Wannier orbitals in PAW

## Three answers for one repulsion

In a model atom surrounded by an attractive shell, two electrons in a localized d shell repel with a bare energy of 0.750 Ha, averaged over all pairs of its orbitals. Screening by all valence transitions included lowers this to 0.399 Ha. If one transition, between the two lowest d levels, is taken out of the screening, the value is 0.654 Ha. If the same transition is taken out with its projector weight, the value is only 0.419 Ha. The difference comes mainly from the definition of the target space: the weights remove only a fifth of the transition's strength. Saturation of the screening lowers the value further.

Atomic units are used. The screening is static and in the random-phase approximation (RPA), orbitals are real, spin-degenerate and orthonormal, levels are filled or empty, and the core is frozen. Occupied orbitals are labelled $i$, empty ones $a$, and $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. The Coulomb integral of two densities is

$$(A|B)=\iint \frac{A(\mathbf r)B(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',$$

and $v$ denotes its kernel.

## The response and its factor of four

A weak static potential $\delta V$ changes an occupied orbital by

$$\delta\psi_i=-\sum_a\psi_a\frac{\langle\psi_a|\delta V|\psi_i\rangle}{\Delta_{ia}} .$$

Admixtures of other occupied orbitals are omitted: their coefficients are antisymmetric in the two labels and cancel in the density. Since $n=2\sum_i\psi_i^2$, we have $\delta n=4\sum_i\psi_i\delta\psi_i$. With $\rho_{ia}=\psi_i\psi_a$ this gives $\delta n=\chi\,\delta V$ and

$$\chi=-4\sum_{ia}\frac{|\rho_{ia}\rangle\langle\rho_{ia}|}{\Delta_{ia}} .$$

One factor 2 is spin, the other comes from varying a square. A finite change of the potential in the d channel confirms the prefactor.

In the RPA the electrons respond to the external potential plus the Hartree potential of the induced charge. The screened interaction therefore obeys $W=v+v\chi W$, or $W=(1-v\chi)^{-1}v$.

## Removing target transitions by weight

Let $w_m$ be the orthonormal Wannier orbitals of the target space and

$$P=\sum_m|w_m\rangle\langle w_m|,\qquad p_n=\langle\psi_n|P|\psi_n\rangle .$$

As $P$ is a projector, $0\le p_n\le1$. The part of the response assigned to the target, and the rest, are defined as

$$\chi_t=-4\sum_{ia}p_ip_a\frac{|\rho_{ia}\rangle\langle\rho_{ia}|}{\Delta_{ia}},\qquad \chi_r=\chi-\chi_t .$$

The rest carries the weights $1-p_ip_a\ge0$. The constrained interaction is $U=(1-v\chi_r)^{-1}v$.

Put $X=-\chi$, $X_r=-\chi_r$ and $X_t=-\chi_t$. All three are positive semidefinite. For a finite system $v$ is positive definite, so that

$$U^{-1}=v^{-1}+X_r,\qquad W^{-1}=v^{-1}+X=U^{-1}+X_t .$$

The second relation gives

$$W=(U^{-1}+X_t)^{-1}=(1+UX_t)^{-1}U=(1-U\chi_t)^{-1}U .$$

Screening $U$ by the removed response thus restores $W$, for any such split of $\chi$.

The relations also order the interactions. If $0<A\le B$, then $B^{-1/2}AB^{-1/2}\le1$. Its inverse obeys $B^{1/2}A^{-1}B^{1/2}\ge1$, hence $A^{-1}\ge B^{-1}$. Applied to $v^{-1}\le U^{-1}\le W^{-1}$, this yields

$$W\le U\le v$$

as quadratic forms. Diagonal elements $(A|U|A)$ are ordered; off-diagonal matrix elements need not be.

If every eigenstate lies wholly inside or outside the target space, $p_n$ is 1 or 0 and exactly the target–target transitions disappear. If the target is entirely empty or entirely filled, nothing is removed.

**Degenerate levels.** A rotation among degenerate orbitals changes the individual $p_n$, so the diagonal formula depends on an arbitrary basis. For an occupied level $I$ and an empty level $A$, the invariant form is

$$\chi_t^{IA}=-\frac{4}{\Delta_{IA}}\sum_{ii'\in I}\sum_{aa'\in A}P_{ii'}P_{aa'}|\rho_{ia}\rangle\langle\rho_{i'a'}| .$$

The blocks of $P$ rotate together with the orbitals, leaving the sum unchanged. Each block is a compression of a projector and has eigenvalues in $[0,1]$; so have the products of these eigenvalues, and the ordering survives. Diagonalizing $P$ within each level returns the simple weights. In the example below, rotational symmetry makes each block $p_n$ times the unit matrix.

**Crystals.** For an insulating crystal the labels become $i\mathbf k$ and $a\,\mathbf k{+}\mathbf q$, and $\rho=\psi_i^*\psi_a$. The response is then $-2\sum(|\rho\rangle\langle\rho|+|\rho^*\rangle\langle\rho^*|)/\Delta$ with the same weights. If the Hamiltonian and $P$ are invariant under time reversal, the second term is a relabelling of the first, and the factor 4 returns.

## From the Dyson equation to a matrix of integrals

Let the columns of $R$ be the transition densities and let $S$ be diagonal with

$$S_{ia}=\frac{4(1-p_ip_a)}{\Delta_{ia}} .$$

Transitions with $S_{ia}=0$ are dropped. Then $X_r=RSR^T$ and $U=v-vRS\,(R^TU)$. Multiplying from the left by $R^T$, with $V_{TT}=R^TvR$, gives

$$R^TU=R^Tv-V_{TT}S\,R^TU\;\Rightarrow\;R^TU=(1+V_{TT}S)^{-1}R^Tv .$$

Because $(1+V_{TT}S)S^{-1}=S^{-1}+V_{TT}$, we have $S(1+V_{TT}S)^{-1}=(S^{-1}+V_{TT})^{-1}$. Taking $U$ between two Wannier pair densities $A=w_mw_n$ and $B=w_pw_q$ yields

$$U_{AB}=V_{AB}-V_{AT}\,(S^{-1}+V_{TT})^{-1}\,V_{TB}.$$

Three kinds of Coulomb integral enter: target–target, target–transition and transition–transition. PAW has to supply all three.

## Pair densities and weights in PAW

In one augmentation sphere $\Omega$, with partial waves $\phi_j$, smooth partners $\tilde\phi_j$ and projectors $\tilde p_j$,

$$\psi=\tilde\psi+\sum_j(\phi_j-\tilde\phi_j)c_j,\qquad c_j=\langle\tilde p_j|\tilde\psi\rangle .$$

Define the one-centre functions $\psi^1=\sum_j\phi_jc_j$ and $\tilde\psi^1=\sum_j\tilde\phi_jc_j$, and the remainder $\eta=\tilde\psi-\tilde\psi^1$. Inside the sphere $\psi=\eta+\psi^1$. The PAW pair density is

$$\rho^{\rm PAW}=\tilde\psi\tilde\psi'+\psi^1\psi'^1-\tilde\psi^1\tilde\psi'^1 .$$

Inserting $\tilde\psi=\eta+\tilde\psi^1$ and subtracting from $\psi\psi'=(\eta+\psi^1)(\eta'+\psi'^1)$ leaves

$$\psi\psi'-\rho^{\rm PAW}=\eta(\psi'^1-\tilde\psi'^1)+(\psi^1-\tilde\psi^1)\eta' .$$

The density is exact where the partial waves are complete, $\eta=\eta'=0$. Its integral gives the overlap operator and the weights:

$$S_{\rm PAW}=1+\sum_{jk}|\tilde p_j\rangle\big(\langle\phi_j|\phi_k\rangle-\langle\tilde\phi_j|\tilde\phi_k\rangle\big)\langle\tilde p_k|,$$

$$p_n=\sum_m|\langle\tilde\psi_n|S_{\rm PAW}|\tilde w_m\rangle|^2 .$$

The brackets between partial waves are integrals over the sphere. If $w_m=\sum_n\psi_nC_{nm}$ is already known, then simply $p_n=\sum_m|C_{nm}|^2$.

## The one-centre Coulomb correction

The smooth density generally has the wrong multipoles in the sphere. Let $\hat n=\sum_{LM}q_{LM}g_L(r)Y_{LM}$, with $g_L$ confined to the sphere, $\int g_Lr^{L+2}dr=1$, and

$$q_{LM}=\int_\Omega(\psi^1\psi'^1-\tilde\psi^1\tilde\psi'^1)\,r^LY_{LM}\,d\mathbf r .$$

For a pair density $A$ define

$$\tilde A=\tilde\psi\tilde\psi'+\hat n,\quad A^1=\psi^1\psi'^1,\quad \tilde A^1=\tilde\psi^1\tilde\psi'^1+\hat n,\quad \delta_A=A^1-\tilde A^1 .$$

The compensation charge cancels in the total, $\rho^{\rm PAW}_A=\tilde A+\delta_A$. Every matched multipole of $\delta_A$ vanishes. Its potential outside the sphere,

$$\sum_{LM}\frac{4\pi}{2L+1}\frac{Y_{LM}}{r^{L+1}}\int_\Omega r'^LY_{LM}\,\delta_A\,d\mathbf r',$$

is then zero, provided that all multipoles present are matched. Now expand

$$(\tilde A+\delta_A|\tilde B+\delta_B)=(\tilde A|\tilde B)+(\tilde A|\delta_B)+(\delta_A|\tilde B)+(\delta_A|\delta_B).$$

In the mixed terms only the part of $\tilde A$ or $\tilde B$ inside the sphere counts. With complete partial waves it equals $\tilde A^1$ or $\tilde B^1$. The last three terms become

$$(\tilde A^1+\delta_A|\tilde B^1+\delta_B)-(\tilde A^1|\tilde B^1)=(A^1|B^1)-(\tilde A^1|\tilde B^1).$$

Corrections in different non-overlapping spheres do not interact, since each has no outside potential. Hence

$$V_{AB}=(\tilde A|\tilde B)+\sum_{\rm spheres}\big[(A^1|B^1)-(\tilde A^1|\tilde B^1)\big].$$

The one-centre integrals have both coordinates in the same sphere. If the partial waves are incomplete, the integral of the PAW densities exceeds this split form by

$$(\tilde A-\tilde A^1|\delta_B)_\Omega+(\delta_A|\tilde B-\tilde B^1)_\Omega .$$

This defect, confirmed numerically, is at most $7.4\times10^{-5}$ Ha among the integrals of the example. The missing cross terms in the density itself are a separate error.

## The screening integrals need the correction too

Write $V=\tilde V+D$, where $\tilde V$ is the soft part and $D$ the one-centre part. Suppose that $D$ is added to the bare term alone, and consider one target density $w$. Define

$$y=(S^{-1}+\tilde V_{TT})^{-1}\tilde V_{Tw}.$$

The screening term is $-V_{wT}M^{-1}V_{Tw}$ with $M=S^{-1}+V_{TT}$. Using $\delta M^{-1}=-M^{-1}\,\delta M\,M^{-1}$, its first-order change is

$$-2D_{wT}\,y+y^TD_{TT}\,y .$$

This is what correcting the bare term alone omits. Adding $D_{ww}$ completes a square:

$$\delta U_{ww}=D_{ww}-2D_{wT}\,y+y^TD_{TT}\,y .$$

Since $D$ is bilinear, this is the one-centre correction of the dressed density $\rho_w-\sum_Ty_T\rho_T$, that is, the target density together with the charge it induces. When the induced charge changes the density in the sphere appreciably, the bare correction by itself can be misleading.

## Reduction for a spherical atom

Let $\psi=u(r)Y_{lm}/r$, with real harmonics, and use

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_{LM}\frac{4\pi}{2L+1}\frac{r_<^L}{r_>^{L+1}}Y_{LM}(\Omega)Y_{LM}(\Omega').$$

A transition couples to channel $LM$ through $G^{LM}_{mm'}=\int Y_{LM}Y_{l_im}Y_{l_am'}d\Omega$. The addition theorem $\sum_mY_{lm}(\Omega)Y_{lm}(\Omega')=(2l+1)P_l/4\pi$ turns the sum over $m,m'$ into an integral over $P_{l_i}P_{l_a}$. Expanding this product,

$$P_{l_i}P_{l_a}=\sum_K(2K+1)\begin{pmatrix}l_i&K&l_a\\0&0&0\end{pmatrix}^2P_K,$$

and using the addition theorem again for $P_K$, we find

$$\sum_{mm'}G^{LM}_{mm'}G^{L'M'}_{mm'}=\delta_{LL'}\delta_{MM'}\frac{(2l_i+1)(2l_a+1)}{4\pi}\begin{pmatrix}l_i&L&l_a\\0&0&0\end{pmatrix}^2 .$$

The multipoles decouple. Including the Coulomb factor $4\pi/(2L+1)$, each pair of radial levels enters a radial Dyson equation with strength

$$S^L_{ia}=\frac{4(1-p_ip_a)}{\Delta_{ia}}\,\frac{(2l_i+1)(2l_a+1)}{2L+1}\begin{pmatrix}l_i&L&l_a\\0&0&0\end{pmatrix}^2 .$$

The target density is $u_w^2$, and its screened radial integral is $F^L$. The interaction matrix is

$$U_{mnpq}=\sum_{L=0,2,4}a_L(mn,pq)F^L,$$

$$a_L(mn,pq)=\frac{4\pi}{2L+1}\sum_M\int Y_mY_nY_{LM}\,d\Omega\int Y_pY_qY_{LM}\,d\Omega .$$

The sum $\sum_mY_m^2$ is constant, so $\sum_{mm'}U_{mmm'm'}=25F^0$. For exchange, the squared 3j symbols $1/5,\,2/35,\,2/35$ give

$$\sum_{mm'}U_{mm'mm'}=5F^0+\tfrac{10}{7}(F^2+F^4).$$

The difference, divided by the 20 ordered pairs of different orbitals, is $F^0-J$ with $J=(F^2+F^4)/14$.

## The worked example

The potential is a central Gaussian well of depth 16 Ha and width 1 bohr plus a spherical shell well of depth 2.5 Ha, radius 3 bohr and width 1 bohr, in a hard-wall box of radius 8 bohr. It is given, not self-consistent. The central d orbital mixes with a d orbital on the shell. The lower mixture, at $-1.303$ Ha, is filled and the upper, at $-0.821$ Ha, is empty.

The target function $w=c_1\psi_1+c_2\psi_2$ is the d orbital of the isolated central well, projected on these two levels and normalized. The levels capture 98% of its norm. The weights are $p_1=0.286$ and $p_2=0.714$. Because one target orbital per $m$ lies wholly in two levels, $p_1+p_2=1$ and

$$p_1p_2=p_1(1-p_1)\le\tfrac14 .$$

Here the removed fraction is 0.204. For $L=0$ the angular factor is $25\times\frac15=5$, so the full strength is $s=4\times5/0.482=41.5$ Ha$^{-1}$, of which $s'=0.796\,s=33.0$ Ha$^{-1}$ remains.

**Why so little is gained.** With the shell partner $\ell=c_2\psi_1-c_1\psi_2$,

$$\psi_1\psi_2=c_1c_2(w^2-\ell^2)+(c_2^2-c_1^2)w\ell .$$

The transition moves charge between centre and shell. Let $U_0$ be the interaction screened by all other transitions, with $F^0=0.6536$ Ha. Applying the matrix formula to the one remaining transition, with $U_0$ in place of $v$, gives a reduction

$$R(s)=\frac{g^2s}{1+as},\qquad g=(w^2|U_0|\psi_1\psi_2),\quad a=(\psi_1\psi_2|U_0|\psi_1\psi_2),$$

understood as radial $L=0$ integrals. The results at full and reduced strength are $0.3988$ and $0.4186$ Ha, so

$$\frac{R(s')}{R(s)}=\frac{0.6536-0.4186}{0.6536-0.3988}=0.922=0.796\,\frac{1+as}{1+as'} .$$

This implies $a\approx0.049$ Ha and $as\approx2$. The screening is partly saturated: 80% of the strength keeps 92% of the effect.

**A second target space.** If both $w$ and $\ell$ are kept for every $m$, then $p_1=p_2=1$ and the transition is removed completely. This is the case $F^0=0.654$ Ha. That larger value belongs to a ten-orbital model, in which charge transfer to the shell is treated explicitly. It should not be inserted into a five-orbital model that has no such transfer.

**Monopole and exchange.** For the five-orbital target, weighted removal gives $F^0=11.39$ eV and $J=1.05$ eV, against bare values of 20.42 and 1.30 eV. The average repulsion falls by 44%, $J$ by 19%. The charge-transfer transition dominates the monopole screening but not the quadrupole: without it $F^2$ already falls from 0.403 to 0.314 Ha, and including it fully gives 0.287 Ha. In the density–density matrix of $U$, the first row averages to

$$(0.4628+0.4044+0.3982+0.4044+0.4232)/5=0.4186\ \text{Ha},$$

which is $F^0$.

**The one-centre terms.** There are two partial waves per $l$, in a sphere of radius 1 bohr. They span the two d levels, so the bare target integrals are reproduced within numerical precision. The values below compare three treatments of $U$, in Ha; the first follows by subtracting the bare one-centre term from the second.

| | no correction | bare term only | all integrals |
|---|---|---|---|
| $F^0$ | 0.4187 | 0.4179 | 0.4187 |
| $F^2$ | 0.2878 | 0.2900 | 0.2918 |
| $F^4$ | 0.2452 | 0.2501 | 0.2498 |

For $F^0$ the bare correction is $-0.00082$ Ha, while the first-order screening correction is $+0.00073$ Ha. They nearly cancel, and correcting the bare term alone is worse than correcting nothing. For $F^2$ it removes about half of the error, and for $F^4$ most of it. These sizes belong to this model, in which only 38% of the target density lies inside the sphere, to these smooth partial waves, and to the compensation shape $g_L\propto r^L(1-r^2/r_c^2)^2$, with $r_c$ the sphere radius. The shape moves weight between the soft and the one-centre part. For partial waves matched in value and two derivatives, the exponents 1, 2 and 3 give a bare $F^0$ correction of $+0.0006$, $-0.0005$ and $-0.0013$ Ha. With exponent 3 the bare correction removes none of the $F^2$ error. The fully corrected values do not change with the shape, and in each case correcting only the bare term of $F^0$ remains worse than correcting nothing. The radial grid shifts the tabulated values by up to $0.0003$ Ha.

For $F^0$ compensation matters more than the one-centre terms. Without it the bare $F^0$ is 0.707 instead of 0.750 Ha. If $q$ is the charge missing from the smooth density in the sphere, the split form then loses $2q\int_{r>r_c}u_w^2\,dr/r$, where $r_c$ is the sphere radius: the potential of $q$ acting on the outer part of the orbital, once for each density. The sign of the loss shows that $q>0$.

## Projected orbitals are a different removal

One may instead subtract a response built from $\bar\psi_n=P\psi_n$, with $\bar\rho_{ia}=\bar\psi_i\bar\psi_a$. Since $P^2=P$, these densities carry the net charge

$$\int\bar\rho_{ia}\,d\mathbf r=\langle\psi_i|P|\psi_a\rangle=P_{ia} .$$

The true transition densities are neutral. A constant potential $1$ must induce nothing, but the remaining response $X'=X-\bar X$ gives

$$\langle1|X'|1\rangle=-4\sum_{ia}\frac{P_{ia}^2}{\Delta_{ia}},$$

which is negative whenever $P$ mixes occupied and empty states. Positivity is lost, and with it the proof of the ordering.

In the example $P_{12}^2=p_1p_2$, and the radial monopole value is $-41.49\times0.2043=-8.48$ Ha$^{-1}$. The resulting $F^0$ is $-0.168$ Ha, an attraction between equal charges, which is unusable. In a crystal $P_{ia}(\mathbf k)$ is the $\mathbf q\to0$ limit of the long-wavelength Fourier component of the projected pair density. If $P$ mixes filled and empty states, the product of the Coulomb factor $1/q^2$ and the remaining response therefore diverges as $\mathbf q\to0$, and this limit needs separate treatment. Without local fields, the interaction $v/(1+vX')$ itself tends to the finite negative value $1/X'(\mathbf q\to0)$. If each eigenstate lies wholly inside or outside the target space, this scheme and the weighted one coincide.

## What the numbers leave out

The valence space has ten levels for each $l\le4$. Sixty levels for each $l\le6$ change $F^0$ by at most $0.0001$ Ha, lower $F^2$ and $F^4$ of $U$ by $0.001$ to $0.002$ Ha, and lower $J$ by less than $0.01$ eV. Core transitions are absent. Including them lowers the weighted $F^0$ by about $0.001$ Ha, the fully removed $F^0$ to $0.646$ Ha and $J$ to $0.99$ eV. Frequency dependence and interactions beyond the RPA are absent as well. The formulas assume a gap between filled and empty levels; as $\Delta_{ia}\to0$ for a transition that is not fully removed, its strength diverges and its screening saturates. Any fixed partial removal then loses its effect, whereas complete removal still changes the static result by a finite amount. The remaining values and the full five-orbital matrices are in the numerical output.

## Calculated quantities

```
centre well depth 16.0 Ha, width 1.0 bohr
shell well depth 2.5 Ha, radius 3.0 bohr, width 1.0 bohr
box radius 8.00 bohr, grid step 0.02 bohr, augmentation radius 1.0 bohr
l max 4, valence bands per l 10, partial waves per l 2
l=0: occupied valence levels 2, lowest three (Ha) -1.8947 -1.3727 -0.0150
l=1: occupied valence levels 1, lowest three (Ha) -1.4875 -0.1870 0.3207
l=2: occupied valence levels 1, lowest three (Ha) -1.3034 -0.8214 0.1956
l=3: occupied valence levels 0, lowest three (Ha) -0.9010 0.3217 0.7187
l=4: occupied valence levels 0, lowest three (Ha) -0.4774 0.5209 1.0551
d-d gap 0.4820 Ha
trial d orbital captured by two levels 0.9802
target weights p1 0.2862, p2 0.7138, removed fraction p1*p2 0.2043
L=0 strength of d1-d2 transition 41.492 1/Ha
finite-difference response, largest error 9.8e-09
F0 (Ha): bare 0.75029, U weighted 0.41863, W 0.39877, d1-d2 fully removed 0.65362
F0 bare PAW (Ha): soft part 0.75111, one-centre -0.00082, sum 0.75029, without compensation 0.70670
F0 U in PAW (Ha): full 0.41865, only bare term corrected 0.41792, first-order omission 0.00073
F0: transitions 34, largest split defect 5.32e-05 Ha
F2 (Ha): bare 0.40317, U weighted 0.29179, W 0.28672, d1-d2 fully removed 0.31425
F2 bare PAW (Ha): soft part 0.40096, one-centre 0.00221, sum 0.40317, without compensation 0.39214
F2 U in PAW (Ha): full 0.29179, only bare term corrected 0.29004, first-order omission 0.00180
F2: transitions 64, largest split defect 7.39e-05 Ha
F4 (Ha): bare 0.26497, U weighted 0.24983, W 0.24769, d1-d2 fully removed 0.25874
F4 bare PAW (Ha): soft part 0.26001, one-centre 0.00496, sum 0.26497, without compensation 0.26122
F4 U in PAW (Ha): full 0.24983, only bare term corrected 0.25011, first-order omission -0.00028
F4: transitions 49, largest split defect 7.76e-06 Ha
projected-orbital removal: constant-potential head -8.4768 1/Ha, F0 -0.16753 Ha
degenerate-basis change of diagonal weighting 1.047 (random test, dimensionless)
bare: F0 20.416 eV, J 1.299 eV
U weighted: F0 11.391 eV, J 1.053 eV
W: F0 10.851 eV, J 1.039 eV
density-density matrix of U (Ha), order xy yz z2 xz x2-y2:
  0.4628 0.4044 0.3982 0.4044 0.4232
  0.4044 0.4628 0.4169 0.4044 0.4044
  0.3982 0.4169 0.4628 0.4169 0.3982
  0.4044 0.4044 0.4169 0.4628 0.4044
  0.4232 0.4044 0.3982 0.4044 0.4628
exchange matrix of U (Ha), same order:
  0.4628 0.0292 0.0323 0.0292 0.0198
  0.0292 0.4628 0.0229 0.0292 0.0292
  0.0323 0.0229 0.4628 0.0229 0.0323
  0.0292 0.0292 0.0229 0.4628 0.0292
  0.0198 0.0292 0.0323 0.0292 0.4628
```
